# Why Local Fields Lower the Static RPA Permittivity of an Insulator: a numerical check

```python
# Result under test: for a static RPA dielectric matrix of an insulator,
#   eps_M = 1/[eps^-1]_00 = h - w^T B^-1 w,   1 <= eps_M <= h,
# h = head (G=G'=0), w = wing, B = body of eps = 1 - v^(1/2) chi0 v^(1/2).
# Model: simple cubic crystal, V = -2U[cos(gx)+cos(gy)+cos(gz)], g = 2 pi/a,
# 8 electrons per cell. Bloch states are products of one-dimensional states.
# Algebra in Hartree atomic units; all matrices are real for this even potential.
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
FIELD_AU = sc.physical_constants["atomic unit of electric field"][0]

side_nm, amp_eV = 0.255, 11.3
side = side_nm * 1e-9 / BOHR
amp = amp_eV / HARTREE
g0 = 2 * np.pi / side
volume = side**3
OCCUPIED = [(0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)]


def hamiltonian_1d(k, u, half):
    n = 2 * half + 1
    kinetic = 0.5 * (k + g0 * np.arange(-half, half + 1))**2
    return np.diag(kinetic) - u * (np.eye(n, k=1) + np.eye(n, k=-1))


def k_points(n):
    return g0 * ((np.arange(n) + 0.5) / n - 0.5)


def overlaps(cv, cc, lf):
    """<v|exp(-i(q+G)x)|c> for the two lowest v, all c, G = -lf..lf."""
    n = len(cv)
    out = np.zeros((2 * lf + 1, 2, n))
    for m in range(-lf, lf + 1):
        lo, hi = max(0, -m), min(n, n - m)
        out[m + lf] = cv[lo:hi, :2].T @ cc[lo + m:hi + m]
    return out


def minus_chi0(q, mesh, half, lf, amps=(amp, amp, amp)):
    """Sum over states; v at k-q/2 and c at k+q/2 on a symmetric mesh."""
    tables = []
    for qi, ni, ui in zip(q, mesh, amps):
        rows = []
        for k in k_points(ni):
            ev, cv = np.linalg.eigh(hamiltonian_1d(k - qi / 2, ui, half))
            ec, cc = np.linalg.eigh(hamiltonian_1d(k + qi / 2, ui, half))
            rows.append((ev, ec, overlaps(cv, cc, lf)))
        tables.append(rows)
    size = (2 * lf + 1)**3
    total = np.zeros((size, size))
    for (ax, bx, fx), (ay, by, fy), (az, bz, fz) in product(*tables):
        e_c = bx[:, None, None] + by[None, :, None] + bz[None, None, :]
        for i, j, l in OCCUPIED:
            gap = e_c - (ax[i] + ay[j] + az[l])
            for occ in OCCUPIED:
                gap[occ] = np.inf          # occupied final states are blocked
            assert gap.min() > 0
            m = np.kron(np.kron(fx[:, i], fy[:, j]), fz[:, l])
            m = m / np.sqrt(gap.ravel())
            total += m @ m.T
    return 4 * total / (volume * np.prod(mesh))


def g_vectors(lf):
    return np.array(list(product(range(-lf, lf + 1), repeat=3)))


def dielectric(chi, q, lf):
    length = np.linalg.norm(g0 * g_vectors(lf) + np.array(q), axis=1)
    return np.eye(len(chi)) + 4 * np.pi * chi / np.outer(length, length), length


def blocks(eps):
    c = len(eps) // 2
    rest = np.delete(np.arange(len(eps)), c)
    return eps[c, c], eps[rest, c], eps[np.ix_(rest, rest)]


def schur(eps):
    h, w, b = blocks(eps)
    return h - w @ np.linalg.solve(b, w) if len(w) else h


def sub_box(eps, lf, smaller):
    keep = np.where(np.abs(g_vectors(lf)).max(axis=1) <= smaller)[0]
    return eps[np.ix_(keep, keep)]


# Band gap: extrema of a separable band are sums of one-dimensional extrema.
bands = np.array([np.linalg.eigvalsh(hamiltonian_1d(k, amp, 6))[:3]
                  for k in np.linspace(0, g0 / 2, 21)])
low, high = bands.min(axis=0), bands.max(axis=0)
gap_au = min(low[2] + 2 * low[0], 2 * low[1] + low[0]) - (high[1] + 2 * high[0])
gap_eV = gap_au * HARTREE
assert gap_eV > 0

# Test of chi0: density change from diagonalizing the perturbed 3D Hamiltonian.
n1, step = 5, 1e-4
eye, up = np.eye(n1), np.eye(n1, k=-1)
bump = np.kron(np.kron(up, up), eye)
bump = bump + bump.T
change = np.zeros((n1**3, n1**3))
for kx, ky, kz in product(k_points(2), repeat=3):
    hx, hy, hz = [hamiltonian_1d(k, amp, 2) for k in (kx, ky, kz)]
    h3 = (np.kron(np.kron(hx, eye), eye) + np.kron(np.kron(eye, hy), eye)
          + np.kron(np.kron(eye, eye), hz))
    for sign in (1, -1):
        c4 = np.linalg.eigh(h3 + sign * step * bump)[1][:, :4]
        change += sign * c4 @ c4.T
dens = np.array([np.sum(change * np.kron(np.kron(np.eye(n1, k=-x),
                 np.eye(n1, k=-y)), np.eye(n1, k=-z))) for x, y, z in g_vectors(2)])
dens *= 2 / (volume * 8) / (2 * step)
drive = np.array([1.0 if tuple(v) in ((1, 1, 0), (-1, -1, 0)) else 0.0
                  for v in g_vectors(2)])
predicted = -minus_chi0((0, 0, 0), (2, 2, 2), 2, 2) @ drive
chi_error = np.abs(dens - predicted).max() / np.abs(dens).max()
assert chi_error < 1e-5

# Main dielectric matrix, q -> 0 along x.
q_small = (1e-4 * g0, 0.0, 0.0)
mesh = (16, 4, 4)
chi_main = minus_chi0(q_small, mesh, 4, 2)
eps, length = dielectric(chi_main, q_small, 2)
head, wing, body = blocks(eps)
eps_m = schur(eps)
drop = head - eps_m
centre = len(eps) // 2
spectrum = np.linalg.eigvalsh(eps)
body_spec = np.linalg.eigvalsh(body)
wing2 = wing @ wing
assert spectrum[0] > 1 - 1e-9
assert 1 <= eps_m < head
assert wing2 / body_spec[-1] - 1e-9 <= drop <= wing2 / body_spec[0] + 1e-9

# Head from momentum matrix elements at q = 0.
head_kp = 0.0
for k in k_points(mesh[0]):
    e, c = np.linalg.eigh(hamiltonian_1d(k, amp, 4))
    p = c.T @ ((k + g0 * np.arange(-4, 5))[:, None] * c)
    for v, first in ((0, 2), (1, 2), (0, 1), (0, 1)):
        head_kp += np.sum(p[v, first:]**2 / (e[first:] - e[v])**3)
head_kp = 1 + 16 * np.pi * head_kp / (volume * mesh[0])
assert abs(head_kp - head) < 1e-4 * head

# Three other roads to eps_M: inversion, Hartree self-consistency, minimization.
eps_inv = 1 / np.linalg.inv(eps)[centre, centre]
plain = np.eye(len(eps)) + 4 * np.pi * chi_main / length[:, None]**2
external = np.zeros(len(eps))
external[centre] = 1.0
phi = external.copy()
mixing = 1 / spectrum[-1]
for _ in range(400):
    phi = phi + mixing * (external - plain @ phi)
eps_scf = 1 / phi[centre]
best = minimize(lambda y: head + 2 * wing @ y + y @ body @ y, np.zeros(len(wing)),
                jac=lambda y: 2 * (wing + body @ y), method="L-BFGS-B",
                options={"ftol": 1e-14, "gtol": 1e-8})
assert abs(eps_inv - eps_m) < 1e-8
assert abs(eps_scf - eps_m) < 1e-6
assert abs(best.fun - eps_m) < 1e-6

# More local-field components can only lower eps_M.
eps_box1 = schur(sub_box(eps, 2, 1))
assert head > eps_box1 > eps_m

# Tensor law on an anisotropic crystal: q along (110) gives the mean of x and y.
uneven = (0.95 * amp, 1.10 * amp, amp)
tensor = []
for direction in ((1, 0, 0), (0, 1, 0), (2**-0.5, 2**-0.5, 0)):
    qd = 1e-4 * g0 * np.array(direction)
    ed = dielectric(minus_chi0(qd, (4, 4, 4), 3, 1, uneven), qd, 1)[0]
    tensor.append(schur(ed))
    assert schur(ed) < blocks(ed)[0]
assert abs(tensor[0] - tensor[1]) > 1e-3
assert abs(tensor[2] - 0.5 * (tensor[0] + tensor[1])) < 1e-4

# Oscillator with two components: below and above its resonance.
driven = []
for ratio2 in (0.25, 2.0):
    osc = np.eye(2) + 2.0 / (1 - ratio2) * np.ones((2, 2))
    driven.append((osc[0, 0], 1 / np.linalg.inv(osc)[0, 0]))
assert driven[0][1] < driven[0][0] and driven[1][1] > driven[1][0]

# Numerical convergence.
fine = schur(dielectric(minus_chi0(q_small, (20, 8, 8), 4, 1), q_small, 1)[0])
coarse2 = schur(dielectric(minus_chi0(q_small, (4, 2, 2), 4, 2), q_small, 2)[0])
coarse3 = schur(dielectric(minus_chi0(q_small, (4, 2, 2), 5, 3), q_small, 3)[0])
assert abs(fine / eps_box1 - 1) < 0.02
assert abs(coarse3 / coarse2 - 1) < 0.02

# Exchange kernel of the uniform gas at the mean density.
density = 8 / volume
f_x = -(3 / np.pi)**(1 / 3) / 3 * density**(-2 / 3)
x_rpa = np.eye(len(eps)) - eps
kernel = np.diag(f_x * length**2 / (4 * np.pi))
root = np.sqrt(-kernel)
stability = np.linalg.eigvalsh(root @ (-x_rpa) @ root)[-1]
assert stability < 1
proper = np.linalg.solve(np.eye(len(eps)) - x_rpa @ kernel, x_rpa)
eps_x = np.eye(len(eps)) - proper
eps_m_x = 1 / np.linalg.inv(eps_x)[centre, centre]
assert eps_m < eps_m_x < eps_x[centre, centre]

# Gate film: rough inputs in the regime of amorphous alumina.
film_nm, field_MV, temp = 5.0, 5.0, 400.0
breakdown_MV, barrier_eV, mass = 8.0, 2.8, 0.3
ion_charge, to_meV, mass_o, mass_cation = 2.0, 60.0, 16.0, 18.0
q_film = (np.pi / (film_nm * 1e-9 / BOHR), 0.0, 0.0)
eps_film = schur(dielectric(minus_chi0(q_film, mesh, 4, 1), q_film, 1)[0])
reduced = mass_o * mass_cation / (mass_o + mass_cation) * sc.atomic_mass
omega_to = to_meV * 1e-3 * sc.e / sc.hbar
ionic = (ion_charge * sc.e)**2 / (sc.epsilon_0 * (side_nm * 1e-9)**3
                                 * reduced * omega_to**2)
cap = sc.epsilon_0 / (film_nm * 1e-9) * 100      # uF/cm2 per unit permittivity
field = field_MV * 1e8
cell_drop = field * side_nm * 1e-9
tunnel = (4 * np.sqrt(2 * mass) * (barrier_eV / HARTREE)**1.5
          / (3 * field / FIELD_AU))
thermal = -gap_eV * sc.e / (2 * sc.k * temp) / np.log(10)

print(f"cell side                               {side_nm:.3f} nm")
print(f"potential coefficient U                 {amp_eV:.1f} eV")
print(f"electrons per cell                      {2 * len(OCCUPIED)}")
print(f"band gap                                {gap_eV:.2f} eV")
print(f"k mesh                                  {mesh}")
print(f"plane waves, G vectors                  {9**3}, {len(eps)}")
print(f"chi0 test, relative error               {chi_error:.1e}")
print(f"head h                                  {head:.4f}")
print(f"head from momentum elements             {head_kp:.4f}")
print(f"wing norm squared                       {wing2:.4f}")
print(f"body eigenvalues, min and max           {body_spec[0]:.4f}, {body_spec[-1]:.4f}")
print(f"full matrix eigenvalues, min and max    {spectrum[0]:.4f}, {spectrum[-1]:.4f}")
print(f"Schur correction h - eps_M              {drop:.4f}")
print(f"bounds on the correction                {wing2/body_spec[-1]:.4f}, {wing2/body_spec[0]:.4f}")
print(f"eps_M, Schur complement                 {eps_m:.6f}")
print(f"eps_M, matrix inversion                 {eps_inv:.6f}")
print(f"eps_M, Hartree iteration                {eps_scf:.6f}")
print(f"eps_M, minimization                     {best.fun:.6f}")
print(f"reduction of eps_M below head           {100 * drop / head:.2f} %")
print(f"reduction of the susceptibility         {100 * drop / (head - 1):.2f} %")
print(f"eps_M with 1, 27, 125 G vectors         {head:.4f}, {eps_box1:.4f}, {eps_m:.4f}")
print(f"anisotropic eps_M along x, y, (110)     {tensor[0]:.5f}, {tensor[1]:.5f}, {tensor[2]:.5f}")
print(f"oscillator below resonance: h, eps_M    {driven[0][0]:.4f}, {driven[0][1]:.4f}")
print(f"oscillator above resonance: h, eps_M    {driven[1][0]:.4f}, {driven[1][1]:.4f}")
print(f"change, mesh (20,8,8), 27 G vectors     {100 * (fine / eps_box1 - 1):.3f} %")
print(f"change, 343 G and 1331 plane waves,")
print(f"  on the coarse mesh (4,2,2)            {100 * (coarse3 / coarse2 - 1):.3f} %")
print(f"exchange kernel: head, eps_M            {eps_x[centre, centre]:.4f}, {eps_m_x:.4f}")
print(f"exchange kernel stability number (<1)   {stability:.3f}")
print(f"film thickness                          {film_nm:.1f} nm")
print(f"electronic capacitance from head        {cap * head:.4f} uF/cm2")
print(f"electronic capacitance from eps_M       {cap * eps_m:.4f} uF/cm2")
print(f"rough ion charge, TO energy             {ion_charge:.1f} e, {to_meV:.0f} meV")
print(f"rough masses, anion and cation share    {mass_o:.0f} u, {mass_cation:.0f} u")
print(f"rough ionic permittivity                {ionic:.1f}")
print(f"rough total permittivity                {eps_m + ionic:.1f}")
print(f"total overestimated if head is used     {100 * drop / (eps_m + ionic):.2f} %")
print(f"change of eps_M at q = pi/thickness     {100 * (eps_film / eps_box1 - 1):.3f} %")
print(f"operating field, rough breakdown field  {field_MV:.1f}, {breakdown_MV:.1f} MV/cm")
print(f"potential drop per cell                 {cell_drop:.4f} eV per electron")
print(f"(drop per cell / gap) squared           {(cell_drop / gap_eV)**2:.1e}")
print(f"rough barrier, tunnelling mass          {barrier_eV:.1f} eV, {mass:.1f} m_e")
print(f"tunnelling exponent, triangular barrier {tunnel:.1f}")
print(f"temperature                             {temp:.0f} K")
print(f"log10 of exp(-gap/2kT)                  {thermal:.1f}")
print("checks complete")
```

Running it gives:

```
cell side                               0.255 nm
potential coefficient U                 11.3 eV
electrons per cell                      8
band gap                                6.87 eV
k mesh                                  (16, 4, 4)
plane waves, G vectors                  729, 125
chi0 test, relative error               3.9e-09
head h                                  4.5589
head from momentum elements             4.5589
wing norm squared                       1.2844
body eigenvalues, min and max           1.0002, 1.8531
full matrix eigenvalues, min and max    1.0002, 4.9646
Schur correction h - eps_M              0.7295
bounds on the correction                0.6931, 1.2841
eps_M, Schur complement                 3.829370
eps_M, matrix inversion                 3.829370
eps_M, Hartree iteration                3.829370
eps_M, minimization                     3.829370
reduction of eps_M below head           16.00 %
reduction of the susceptibility         20.50 %
eps_M with 1, 27, 125 G vectors         4.5589, 3.9119, 3.8294
anisotropic eps_M along x, y, (110)     2.28699, 2.22367, 2.25533
oscillator below resonance: h, eps_M    3.6667, 1.7273
oscillator above resonance: h, eps_M    -1.0000, 3.0000
change, mesh (20,8,8), 27 G vectors     0.100 %
change, 343 G and 1331 plane waves,
  on the coarse mesh (4,2,2)            -0.077 %
exchange kernel: head, eps_M            5.3547, 4.0939
exchange kernel stability number (<1)   0.377
film thickness                          5.0 nm
electronic capacitance from head        0.8073 uF/cm2
electronic capacitance from eps_M       0.6781 uF/cm2
rough ion charge, TO energy             2.0 e, 60 meV
rough masses, anion and cation share    16 u, 18 u
rough ionic permittivity                6.0
rough total permittivity                9.8
total overestimated if head is used     7.43 %
change of eps_M at q = pi/thickness     -0.950 %
operating field, rough breakdown field  5.0, 8.0 MV/cm
potential drop per cell                 0.1275 eV per electron
(drop per cell / gap) squared           3.4e-04
rough barrier, tunnelling mass          2.8 eV, 0.3 m_e
tunnelling exponent, triangular barrier 35.1
temperature                             400 K
log10 of exp(-gap/2kT)                  -43.3
checks complete
```
